\section*{Coexistence and superheating in a first-order ferroelectric film, part 2}

A ferroelectric film lies between two metal electrodes joined by a wire. On heating, its polarization vanishes in a jump. Two temperatures are sought: $T_{\rm co}$, at which the polar and the nonpolar state have the same free energy, and $T_{\rm sh}$, the superheating limit, up to which the polar state can survive as a local minimum.

The film has a uniform polarization $P$ along its normal and the free energy per unit volume $F=aP^2/2-bP^4/4+cP^6/6$, with $b,c>0$ and $F=0$ in the nonpolar state. The field in the film is $E=dF/dP$. It is zero if the electrodes are of the same metal and screen the surface charge perfectly. With $\Delta=b^2-4ac$, the polar minimum lies at $P^2=x_+$ and the barrier top at $P^2=x_-$, where $x_\pm=(b\pm\sqrt\Delta)/(2c)$. At zero field:
\begin{itemize}
\item the nonpolar minimum is lost on cooling at $a=0$;
\item the two phases coexist at $a_{\rm co}=3b^2/(16c)$, with $P_{\rm co}^2=3b/(4c)$;
\item the polar minimum is lost on heating at $a_{\rm sh}=b^2/(4c)$, with $P_{\rm sh}^2=b/(2c)$.
\end{itemize}

The temperature $T$ enters through $a=a_0(T-T_0)$ with $a_0>0$, while $b$ and $c$ are constant. Then $T_0$ is the supercooling limit, and
\begin{equation}
T_{\rm co}=T_0+\frac{3b^2}{16a_0c},\qquad
T_{\rm sh}=T_0+\frac{b^2}{4a_0c}.
\label{eq:temps}
\end{equation}
Relative to the nonpolar phase, the polar phase has the entropy density $-a_0P^2/2$. If the film changes phase at coexistence on heating, it absorbs the latent heat
\begin{equation}
L=T_{\rm co}\,\frac{a_0P_{\rm co}^2}{2}
\label{eq:latent}
\end{equation}
per unit volume.

Below, $\varepsilon_0$ is the vacuum permittivity, $D$ the electric displacement and $k_B$ the Boltzmann constant.

\subsection{The barrier that protects the polar state}

With $x=P^2$ the energy is $F=ax/2-bx^2/4+cx^3/6$, and
\begin{equation}
\frac{dF}{dx}=\frac12\left(a-bx+cx^2\right)=\frac c2(x-x_-)(x-x_+).
\end{equation}
Let $w=x_+-x_-=\sqrt\Delta/c$ and $s=x-x_-$. The barrier seen from the polar state is
\begin{align}
B&=F(x_-)-F(x_+)=-\frac c2\int_0^w s(s-w)\,ds\notag\\
&=-\frac c2\left(\frac{w^3}{3}-\frac{w^3}{2}\right)=\frac{cw^3}{12}=\frac{\Delta^{3/2}}{12c^2}.
\label{eq:barrier}
\end{align}
This holds for $0\le a\le a_{\rm sh}$, where $x_-$ is not negative. At coexistence $\Delta=b^2/4$, hence $\Delta^{3/2}=b^3/8$ and $B=b^3/(96c^2)$. Near the superheating limit $\Delta=4c(a_{\rm sh}-a)$, so the barrier vanishes as the power $3/2$ of the distance to the limit.

\subsection{A film with round parameters}

Copolymers of vinylidene fluoride and trifluoroethylene are used as ferroelectric films. Their dipoles stand at right angles to the polymer chains. If the chains lie in the film plane, the polarization can point along the normal, and the one-component model is a reasonable first description. The following round values are in the rough regime of such films:
\begin{align*}
a_0&=0.0075\ {\rm MV\,cm^{-1}\,(\mu C\,cm^{-2})^{-1}\,K^{-1}},\\
b&=0.02\ {\rm MV\,cm^{-1}\,(\mu C\,cm^{-2})^{-3}},\\
c&=2\times10^{-4}\ {\rm MV\,cm^{-1}\,(\mu C\,cm^{-2})^{-5}},
\end{align*}
with $T_0=310$ K and a film thickness $d=100$ nm. In these units energy densities come out in J/cm$^3$, because $10^6$ V/cm times $10^{-6}$ C/cm$^2$ is 1 J/cm$^3$.

Here $b^2/c=2$ in the units of $a$, so
\begin{equation}
a_{\rm co}=\tfrac{3}{16}\times2=0.375,\qquad a_{\rm sh}=\tfrac14\times2=0.5 .
\end{equation}
Division by $a_0$ gives 50 K and 66.7 K above $T_0$:
\begin{equation}
T_{\rm co}=360\ {\rm K},\qquad T_{\rm sh}=376.7\ {\rm K}.
\end{equation}
The polarization at coexistence is $\sqrt{75}=8.66\ \mu$C/cm$^2$, and at the superheating limit it is $\sqrt{50}=7.07\ \mu$C/cm$^2$. At 300 K it is $10.2\ \mu$C/cm$^2$. The latent heat is $360\times0.0075\times75/2=101$ J/cm$^3$, and the barrier at coexistence is $8\times10^{-6}/(96\times4\times10^{-8})=2.08$ J/cm$^3$.

Both thresholds were also located numerically from the energy curve, without the formulas. Equality of the minima gave $a=0.375$. A search for the last local minimum on a grid of polarizations gave $a=0.4999999$. The second number must fall slightly short: a grid shows a minimum when the energy decreases between neighbouring points, and at the limit itself no such decrease is left.

In a further test the polarization was allowed to move downhill in energy but never over a barrier, while the temperature went from 300 K to 400 K and back in steps of 0.5 K. The polarization was lost at 377 K, the first step above $T_{\rm sh}$, and it returned at 310 K. Without thermal escape the model film thus jumps at the limits of stability and passes through coexistence unchanged in phase.

\subsection{Unequal electrodes}

Two different electrode metals leave a field in the joined capacitor. In a field the quantity to compare is $F-EP$. For the polar state along the field, a weak $E$ lowers it by $EP_{\rm co}$. The nonpolar state acquires $P\approx E/a$ and is lowered by $E^2/(2a)$, which is of second order. Keeping first order, the energies stay equal if
\begin{equation}
\frac{a_0P_{\rm co}^2}{2}\,dT-P_{\rm co}\,dE=0
\quad\Longrightarrow\quad
\frac{dT_{\rm co}}{dE}=\frac{2}{a_0P_{\rm co}} .
\end{equation}
For the example this is 30.8 K per MV/cm. A contact voltage of 0.5 V across 100 nm is a field of 0.05 MV/cm, which raises $T_{\rm co}$ by 1.5 K.

The cooling limit moves further. At small $P$ the field is $E\approx aP-bP^3$, and the minimum near $P=0$ is lost where $dE/dP=a-3bP^2=0$. There $E=2bP^3$. For 0.05 MV/cm this gives $P=1.08\ \mu$C/cm$^2$ and $a=0.07$ in the units used above, which is about 9 K above $T_0$.

\subsection{A dead layer at the electrode}

Suppose that a nonpolar layer of thickness $t$ and relative permittivity $\varepsilon_i$ lies between film and metal. Let $E$ and $E_i$ be the fields in film and layer. The electric displacement is continuous, and the total voltage is zero:
\begin{equation}
\varepsilon_0E+P=\varepsilon_0\varepsilon_iE_i,\qquad Ed+E_it=0 .
\end{equation}
With $\ell=t/\varepsilon_i$ the first equation gives $E_it=\ell(E+P/\varepsilon_0)$. Inserted into the second, this yields
\begin{equation}
E=-a_dP,\qquad a_d=\frac{\ell}{\varepsilon_0(d+\ell)} .
\end{equation}
The equilibrium condition $dF/dP=E$ becomes $dF/dP+a_dP=0$. The layer thus replaces $a$ by $a+a_d$. The field energy agrees with this. Per unit area it is $\varepsilon_0E^2d/2+\varepsilon_0\varepsilon_iE_i^2t/2$. With $\varepsilon_0\varepsilon_iE_i=Pd/(d+\ell)$ it becomes
\begin{equation}
\frac{P^2(\ell^2d+d^2\ell)}{2\varepsilon_0(d+\ell)^2}=\frac{P^2d\,\ell}{2\varepsilon_0(d+\ell)}=d\,\frac{a_dP^2}{2}.
\end{equation}
All three characteristic temperatures are lowered by $a_d/a_0$, and their differences stay the same.

For $t=1$ nm and $\varepsilon_i=5$ one has $\ell=0.2$ nm and $a_d=0.0225$ in the units of $a$, a shift of $-3.0$ K. At the polarization $P_{\rm co}$ the field in the layer would be 19.5 MV/cm. Good insulating films typically break down at roughly 10 MV/cm. Charge would probably cross the layer and screen the film. If this charge follows the polarization, it reduces the shift. If it stays at the interface when the polarization is lost, it favours the polar state and can even reverse the shift. The value of 3 K belongs to a film without domains and to a layer that insulates perfectly and holds no trapped charge.

\subsection{Thermal escape before the limit}

A part of the film can cross the barrier with thermal energy. As an illustration, take a cube of edge 5 nm that switches as a whole. Leave out the energy of the walls around it, and also the energy of the field from the bound charge on its top and bottom faces. At coexistence its barrier is 2.08 J/cm$^3$ times $1.25\times10^{-19}$ cm$^3$, or 1.63 eV, which is 52 times $k_BT$. Suppose that escape of this one cube becomes likely when its barrier has fallen to $30\,k_BT$. With an assumed $10^{12}$ attempts per second, the rate is then $10^{12}e^{-30}\approx0.1$ per second. On heating, the cube reaches this condition at 365 K, about 12 K below $T_{\rm sh}$. A film holds very many such cubes, and the first of them can escape at a lower temperature.

The size of the cube was chosen, not derived, and the barrier is proportional to its volume. A theory of nucleation would need the two energies left out here, which both oppose the switching of the cube. Unless free charge screens the faces of the cube, the field energy alone can far exceed the barrier used here. For screened faces and a small wall energy, the estimate illustrates how escape can come before $T_{\rm sh}$, but it does not predict the temperature at which a film switches.

\subsection{The hold of the substrate}

A free film changes its in-plane dimensions when it polarizes. Let this strain be $QP^2$ in both directions. A difference in thermal expansion between film and substrate, which would also change $a$, is left out. A substrate that holds the film at its nonpolar dimensions forces on it an elastic strain $-QP^2$. For an isotropic film with Young modulus $Y_0$ and Poisson ratio $\nu$, free to move along its normal, Hooke's law with equal in-plane stresses $\sigma$ and strains $u$ reads
\begin{equation}
u=\frac{\sigma-\nu\sigma}{Y_0}\quad\Longrightarrow\quad
\sigma=Yu,\qquad Y=\frac{Y_0}{1-\nu}.
\end{equation}
The energy density is half of stress times strain, summed over two directions: $2\times\sigma u/2=Yu^2=YQ^2P^4$. Holding the film adds this positive term to the free energy. It therefore lowers $b$, and releasing the film raises it:
\begin{equation}
b_{\rm free}=b+4YQ^2 .
\end{equation}
The value $b=0.02$ above is meant for the film on its substrate.

Take $Y_0=3.25$ GPa and $\nu=0.35$, so that $Y=5$ GPa $=5000$ J/cm$^3$, and $|Q|=5$ m$^4$/C$^2=5\times10^{-4}\ (\mu{\rm C/cm^2})^{-2}$. These are rough sizes. Then $4YQ^2=0.005$ and $b_{\rm free}=0.025$. The distances from $T_0$ grow by the factor $1.25^2$. With $a_0$, $c$ and $T_0$ held fixed, $T_{\rm co}$ becomes 388 K and $T_{\rm sh}$ becomes 414 K.

With these sizes this is the largest shift found here, although the polymer is soft, because the suppressed strain is large: 3.75 percent at coexistence. The ranking depends on the sizes chosen. The term $4YQ^2$ is proportional to the modulus, and such polymers soften on heating toward the transition. With $Y_0=1$ GPa the shifts of $T_{\rm co}$ and $T_{\rm sh}$ fall from 28 and 38 K to 8 and 11 K, comparable to the 9 K by which the contact field moves the cooling limit. Chains lying in the plane also strain unequally along and across their axis. If the strain $QP^2$ occurs in one in-plane direction only, the shifts at $Y_0=3.25$ GPa are 10 and 13 K. The stress $YQP^2$ would be about 0.19 GPa. Such polymers yield at roughly some tens of MPa, so a real film would partly relax. The numbers for release are those of linear elasticity and show the size of the effect. If $4YQ^2$ exceeds $b_{\rm free}$, clamping makes $b$ negative, and the transition is continuous in this model.

\subsection{The example beside real films}

Films of these copolymers with roughly 70 percent vinylidene fluoride have polarizations of roughly 8 to 10 $\mu$C/cm$^2$ when well crystallized. They lose their polarity on heating at roughly 370 K and regain it on cooling some tens of kelvin lower, and they melt at roughly 420 K. The model has the right scale. Its latent heat of 101 J/cm$^3$ is high, perhaps by a factor of two. Its cooling limit of 310 K, which holds without a contact field, is lower than the temperature at which real films usually become polar again. Nucleation before the limit of stability can cause such a difference, and a contact field can add to it.

Real films also contain noncrystalline regions, tilted grains and domains, and their composition varies from place to place. None of this is in the model, and the jump can be spread over a range of temperatures. The assumption of a constant $b$ matters as well. Since the thresholds go as $b^2$, a value larger by 10 percent moves $T_{\rm co}$ to 370.5 K and $T_{\rm sh}$ to 390.7 K, with the other coefficients held fixed.

A measured heating temperature should therefore not be inserted for $T_{\rm sh}$ in Eq.~(\ref{eq:temps}) to obtain $b^2/c$, unless early escape, a contact field and a dead layer have been ruled out. The inverse susceptibility of the nonpolar phase is a better start. In the model it equals $a$, or $a+a_d$ for a film with a dead layer if the field is taken as voltage over $d+\ell$. If the field in the film is weak, a straight line through its values above the transition gives $a_0$ and the temperature at which it would reach zero. This holds for $dE/dP$. A capacitance measures $dD/dE=\varepsilon_0+1/a$, and in the example $1/(\varepsilon_0a)$ is only about 15 to 22 between 410 and 380 K. A line through the inverse permittivity over this range gives $a_0$ about 10 percent too small and a zero about 5 K too low. The term $\varepsilon_0$, and any background polarizability not contained in $P$, must therefore be subtracted before the fit. The numerical output lists the values used in this example.

\section*{Computed values}
\begin{verbatim}
Input a0: 0.0075 MV cm^-1 (uC cm^-2)^-1 K^-1
Input b: 0.02 MV cm^-1 (uC cm^-2)^-3
Input c: 0.0002 MV cm^-1 (uC cm^-2)^-5
Input T0, cooling limit: 310 K
a at coexistence: 0.375 MV cm^-1 (uC cm^-2)^-1
a at coexistence, found numerically: 0.375 MV cm^-1 (uC cm^-2)^-1
a at superheating limit: 0.5 MV cm^-1 (uC cm^-2)^-1
a at superheating limit, found numerically: 0.4999999 MV cm^-1 (uC cm^-2)^-1
Coexistence temperature: 360 K
Superheating limit: 376.7 K
Polarization at coexistence: 8.66 uC/cm2
Polarization at superheating limit: 7.071 uC/cm2
Temperature of use: 300 K
Polarization at temperature of use: 10.18 uC/cm2
Temperature step of sweep: 0.5 K
Jump on heating in sweep: 377 K
Jump on cooling in sweep: 310 K
Barrier at coexistence: 2.083 J/cm3
Entropy jump: 0.2813 J cm^-3 K^-1
Latent heat: 101.3 J/cm3
Coexistence shift per field: 30.79 K per MV/cm
Film thickness: 100 nm
Contact voltage: 0.5 V
Built-in field: 0.05 MV/cm
Coexistence shift by built-in field: 1.54 K
Dead layer thickness, total: 1 nm
Dead layer relative permittivity: 5 (no unit)
Dead layer addition to a: 0.0225 MV cm^-1 (uC cm^-2)^-1
Shift of all temperatures by dead layer: -3.01 K
Field in dead layer at coexistence P: 19.5 MV/cm
Edge of switching block: 5 nm
Block barrier at coexistence: 1.63 eV
Block barrier over kT at coexistence: 52.4 (no unit)
Chosen escape barrier over kT: 30 (no unit)
Block escape temperature on heating: 365.1 K
Young modulus: 3.25 GPa
Poisson ratio: 0.35 (no unit)
Biaxial modulus: 5 GPa
Transverse electrostriction size: 5 m^4/C^2
In-plane strain suppressed at coexistence: 3.75 percent
Increase of b on release: 0.005 MV cm^-1 (uC cm^-2)^-3
Released film coexistence temperature: 388.1 K
Released film superheating limit: 414.2 K
Coexistence temperature with b up 10 percent: 370.5 K
Superheating limit with b up 10 percent: 390.7 K
\end{verbatim}
